# Gate-Leakage Lifetimes from Outgoing-Wave Eigenvalues and Transmission Widths

## What a pole fixes

An electron in a thin channel leaks through two dielectric barriers into gates on either side. In a one-dimensional model without a magnetic field the Hamiltonian is real. Complex conjugation therefore turns a wave leaving the stack at complex energy $E_0$ into a wave entering it at $E_0^*$. The eigenproblem below uses this pairing. The form of a transmission resonance needs less: it follows from a pole of the transmission amplitude alone, and would hold without time-reversal symmetry too.

Let $t(E)$ be the transmission amplitude, continued from real $E$ into the complex plane. With equal leads, the transmission at real energy is

$$
T(E)=|t(E)|^2=t(E)\,[t(E^*)]^* .
$$

If $t$ has a simple pole at $E_0=E_r-i\Gamma/2$, the second factor has one at $E_0^*$. The product of the two denominators is $(E-E_0)(E-E_0^*)=(E-E_r)^2+\Gamma^2/4$, so near an isolated pole

$$
T(E)=\frac{G(E)}{(E-E_r)^2+\Gamma^2/4}, \tag{1}
$$

with $G$ real and smooth on the real axis. This argument does not supply $E_r$, $\Gamma$ or $G$. Nor does it make the full width at half maximum (FWHM) equal to $\Gamma$, because $G$ varies with energy.

Hartree atomic units are used, so $\hbar=1$. With time factor $e^{-iEt}$, the density of a state at $E_0$ varies as $|e^{-iE_0t}|^2=e^{-\Gamma t}$, and the lifetime is $\tau=1/\Gamma$.

The envelope Hamiltonian is

$$
H=-\frac12\frac{d}{dx}\frac1{m(x)}\frac{d}{dx}+U(x),
$$

with $\psi$ and $\psi'/m$ continuous. The stack occupies $0\le x\le L$. Both leads have mass $m_l$ and potential zero. They are initially empty, so nothing refills the well. A real gate is filled up to its Fermi level, so the model can apply to it only if the gate states near $E_r$ are empty. Bias, scattering, traps and image forces are left out. So is motion along the layers: where the masses differ, it changes the effective barrier height, and the lifetimes below therefore hold for zero in-plane momentum. The masses are also taken independent of energy. In a real dielectric, a level nearly 2 eV below the barrier's band edge decays more slowly than the band-edge mass implies: a two-band dispersion with a gap of 6 to 9 eV raises the lowest width of the main stack below by a factor of about 2 to 4. An energy-dependent mass also removes the quadratic form used below.

## The closed box and its missing width

The naive scheme sets $\psi=0$ at the outer faces and diagonalizes. The matrix is then real and symmetric, its energies are real, and every state lives forever. A finer grid cannot cure this, since the boundary condition has forbidden the leakage.

To see what must replace it, multiply $H\psi=E\psi$ by a test function $\phi$ and integrate the kinetic term by parts:

$$
\int_0^L\!\left(\frac{\phi'\psi'}{2m}+U\phi\psi\right)dx
-\left[\phi\frac{\psi'}{2m}\right]_0^L
=E\int_0^L\phi\psi\,dx .
$$

The bracket contains the escape. Outside the stack the wave must be $e^{ikx}$ on the right and $e^{-ikx}$ on the left, with $E=k^2/(2m_l)$ and $\operatorname{Re}k>0$. Continuity of $\psi'/m$ transfers these conditions to the faces:

$$
\frac{\psi'}m\bigg|_L=\frac{ik}{m_l}\psi(L),\qquad
\frac{\psi'}m\bigg|_0=-\frac{ik}{m_l}\psi(0).
$$

The upper limit of the bracket contributes $-ik\phi(L)\psi(L)/(2m_l)$. At the lower limit, the minus sign of the bracket and that of the leftward wave give $-ik\phi(0)\psi(0)/(2m_l)$. Both exits thus enter with the same sign.

Expand $\psi$ in real functions with coefficient vector $c$. Let $H_0$ be the stiffness-plus-potential matrix, $S$ the overlap matrix, and $B$ the diagonal matrix that selects the end values $c_0=\psi(0)$ and $c_L=\psi(L)$. Then

$$
A(k)c=0,\qquad
A=H_0-\frac{ik}{2m_l}B-\frac{k^2}{2m_l}S. \tag{2}
$$

Mass and potential are constant within each layer, so one polynomial per layer suits the smooth solution there. Neighbouring polynomials share their value at an interface but not their slope. The weak form supplies the remaining condition: the boundary terms of adjacent layers cancel when $\psi'/m$ is continuous. Degree 24 in three layers gives $3\times24+1=73$ coefficients.

## Removing the need for a starting energy

Equation (2) is not an ordinary eigenproblem, because $k$ in the boundary term depends on the unknown energy. Freezing $k$ at a guessed value gives a linear problem, but its outer wave then has the wrong wave number unless the guess is iterated, level by level.

Equal leads allow a better choice. Put $\lambda=-ik$, so that $\lambda^2=-k^2$. Then

$$
\left(H_0+\lambda\frac{B}{2m_l}+\lambda^2\frac{S}{2m_l}\right)c=0. \tag{3}
$$

All three matrices are real. Introducing $d=\lambda c$ as a second unknown vector makes the problem linear:

$$
\begin{pmatrix}0&I\\-H_0&-B/(2m_l)\end{pmatrix}
\begin{pmatrix}c\\d\end{pmatrix}
=\lambda
\begin{pmatrix}I&0\\0&S/(2m_l)\end{pmatrix}
\begin{pmatrix}c\\d\end{pmatrix}.
$$

The first row says $d=\lambda c$; inserting this in the second row restores (3). The price is a matrix of size 146 instead of 73.

Complex eigenvalues of a real problem come in conjugate pairs. Since $k=i\lambda$, replacing $\lambda$ by $\lambda^*$ replaces $k$ by $-k^*$ and $E$ by $E^*$: this is the time-reversed partner, which grows by absorbing incoming waves. Requiring $\operatorname{Re}k>0$ removes it. Quasi-bound states are then those with $\operatorname{Re}E$ between the well floor and the barrier top, and $|\operatorname{Im}E|$ small compared with the height above the floor. The last criterion is a choice. It becomes ambiguous for broad states near the barrier top, where a single lifetime may also describe the decay poorly.

If the lead floors differ, energy conservation relates two wave numbers through a square root, and the problem is no longer quadratic in either one. The linearization above does not cover that case.

## Refining without losing the symmetry

The selected eigenpair can be improved cheaply, but the usual Rayleigh quotient with $c^\dagger$ is the wrong tool. Write $A(\lambda)$ for the matrix in (3), let $v$ be the true vector at the true eigenvalue $\lambda_0$, and let $c=v+\delta$. The matrix is complex but symmetric, $A^T=A$, so $A(\lambda_0)v=0$ also implies $v^TA(\lambda_0)=0$. Hence

$$
c^TA(\lambda_0)c=\delta^TA(\lambda_0)\delta ,
$$

which is second order in the vector error. With the adjoint, the term $v^\dagger A(\lambda_0)\delta$ generally survives and the error is first order. One Newton step for the root of $c^TA(\lambda)c$ is therefore

$$
\lambda\leftarrow\lambda-\frac{c^TA(\lambda)c}{c^TA'(\lambda)c},
\qquad A'=\frac{dA}{d\lambda}.
$$

The vector is improved by solving a linear system with $A$ itself. Let $A(\lambda)x=s$ with $\lambda$ near $\lambda_0$. Multiplication by $v^T$ gives $v^TA(\lambda)x=v^Ts$, and to leading order $v^TA(\lambda)=(\lambda-\lambda_0)v^TA'$. The large part of $x$ lies along $v$, so $x\simeq\alpha v$ with

$$
\alpha=\frac{v^Ts}{(\lambda-\lambda_0)\,v^TA'v}. \tag{4}
$$

The small denominator amplifies the wanted direction. Taking $s=A'c$ and normalizing gives the inverse iteration. It requires a simple eigenvalue with $v^TA'v\ne0$.

## Reading a small width from the escaping current

There remains a numerical weakness: $\Gamma$ may be many orders of magnitude smaller than $E_r$, and reading it from $\operatorname{Im}E$ exposes it to rounding errors set by the larger number. The current gives a better-scaled expression.

Multiply (2) by $c^\dagger$. The numbers $c^\dagger H_0c$, $N=c^\dagger Sc$ and $c^\dagger Bc=|c_0|^2+|c_L|^2$ are real. With $\operatorname{Im}(ik)=\operatorname{Re}k$ and $\operatorname{Im}E=-\Gamma/2$, the imaginary part is

$$
-\frac{\operatorname{Re}k}{2m_l}\left(|c_0|^2+|c_L|^2\right)+\frac{\Gamma}{2}N=0,
$$

and therefore

$$
\Gamma=\Gamma_L+\Gamma_R,\qquad
\Gamma_{L,R}=\frac{\operatorname{Re}k}{m_l}\,\frac{|c_{0,L}|^2}{N}. \tag{5}
$$

In the subscript pair, $\Gamma_L$ takes $c_0$ and $\Gamma_R$ takes $c_L$. Each partial width is lead velocity times density at an exit, divided by the population inside. Because (5) uses the adjoint, its error is first order in the vector error, so it should be applied to the refined vector; its merit is that it involves no subtraction on the scale of $E_r$. Equation (5) also shows that $\Gamma>0$ for any state with $\operatorname{Re}k>0$ and a nonzero amplitude at an exit.

Since $\operatorname{Im}E=\operatorname{Re}k\,\operatorname{Im}k/m_l$ is negative, $\operatorname{Im}k<0$ and the outgoing wave grows with distance. This is causal: a more distant point receives a wave emitted earlier, when the well was fuller. The wave cannot be normalized over all space, so $N$ covers a finite region. Moving the boundary into the flat lead leaves the pole unchanged, because the wave there is already outgoing. The division into $\Gamma_L$ and $\Gamma_R$ is not quite invariant: moving one face out by $s$ multiplies its exit density, relative to the other, by $e^{2|\operatorname{Im}k|s}=e^{\Gamma s\,m_l/\operatorname{Re}k}$, which is close to one only while the travel time over $s$ is short compared with $\tau$. In a test on the thinnest stack below, a shift of 20 bohr on each side changed the complex energy by $2.1\times10^{-17}$ hartree.

## The transmission as a check

A transmission scan seems simpler than an eigenproblem, but a uniform scan that resolves a narrow peak needs very many points. The thickest stack below has $\Gamma=1.5\times10^{-12}$ hartree, while the window from well floor to barrier top is 0.07 hartree wide. One point per width would take about $0.07/(1.5\times10^{-12})\approx5\times10^{10}$ points. A coarse scan can instead be refined around its local maxima, since the tails of an isolated peak point to its centre. Its spacing must still be small compared with the level spacing and with the energy over which the rising background hides a tail, or levels are missed, and it treats one level at a time. Here the eigenvalue supplies the location, and the real-axis line shape provides a check.

The same matrix $A$ describes scattering. For a unit wave incident from the left, $\psi(0)=1+r$, where $r$ is the reflection amplitude. On the lead side $\psi'(0)=ik(1-r)=ik[2-\psi(0)]$. Compared with the outgoing condition there is an extra slope $2ik$, which adds $ik/m_l$ to the left row of the weak equation. Moved to the right-hand side, it gives

$$
A(k)c=-\frac{ik}{m_l}e_0,\qquad T=|c_L|^2, \tag{6}
$$

where $e_0$ is the unit vector of the left end.

Now use (4) with $E$ as variable. Because $dk/dE=m_l/k$, one has $\partial_EA=-S-iB/(2k)$. The two minus signs, from the source and from $\partial_EA$, cancel:

$$
t\simeq\frac{ik}{m_l}\,\frac{v_0v_L}{(E-E_0)Q},\qquad
Q=v^TSv+\frac{i}{2k}(v_0^2+v_L^2).
$$

For a narrow state, $v$ can be chosen nearly real in the well, where most of $N$ resides, so $v^TSv\simeq N$. By (5), the surface term relative to $N$ has size at most about $\Gamma m_l/(2k^2)=\Gamma/(4E_r)$ and can be dropped. Squaring gives the Breit–Wigner form

$$
T\simeq\frac{\Gamma_L\Gamma_R}{(E-E_r)^2+\Gamma^2/4},\qquad
T_{\rm peak}\simeq\frac{4\Gamma_L\Gamma_R}{\Gamma^2}. \tag{7}
$$

Equal partial widths give a peak of one. If the right barrier becomes very thick, $\Gamma\to\Gamma_L$ and $T_{\rm peak}\to4\Gamma_R/\Gamma_L\to0$. The lifetime stays finite while its trace in transmission disappears, so a small peak does not mean a small leakage rate.

## A separate route to the poles

Solving (6) would test the line shape with the same polynomials that gave the pole. Transfer matrices avoid them. In a layer of width $d$, let $q^2=2m(E-U)$ and $F=\psi'/m$. Starting from $\psi(x)=\psi(0)\cos qx+[mF(0)/q]\sin qx$ and differentiating, one finds

$$
\begin{pmatrix}\psi\\F\end{pmatrix}_{d}
=\begin{pmatrix}\cos qd&(m/q)\sin qd\\-(q/m)\sin qd&\cos qd\end{pmatrix}
\begin{pmatrix}\psi\\F\end{pmatrix}_{0}.
$$

Each determinant is one. Let $M$ be the ordered product and $g=k/m_l$. An outgoing state starts as $(1,-ig)$ on the left and must satisfy $F-ig\psi=0$ on the right. The mismatch is

$$
D=M_{21}-g^2M_{12}-ig(M_{11}+M_{22}).
$$

For scattering, the left values obey $ig\psi+F=ig(1+r)+ig(1-r)=2ig$, and the right values are $(t,igt)$. Inverting $M$ gives $\psi(0)=(M_{22}-igM_{12})t$ and $F(0)=(-M_{21}+igM_{11})t$. Substitution yields $2ig=-Dt$, hence $T=4g^2/|D|^2$. Zeros of $D$ are the outgoing states and the poles of $t$.

This $T$ was evaluated in high-precision arithmetic. At four real energies in the thinnest stack it agrees with (6) to a relative difference of at most $1.3\times10^{-12}$.

## How far the FWHM can be trusted

Equating FWHM and $\Gamma$ ignores the slope and curvature of $G$ in (1). Let $x=E-E_r$ and write $G=G_0(1+ax+bx^2+\cdots)$. With $y=2x/\Gamma$, $\varepsilon=a\Gamma/2$ and $\eta=b\Gamma^2/4$,

$$
\frac{T}{4G_0/\Gamma^2}=\frac{1+\varepsilon y+\eta y^2}{1+y^2}.
$$

Setting the derivative to zero gives $y=\varepsilon/2$ at leading order, so the peak is displaced by

$$
E_{\rm peak}-E_r\simeq\frac{a\Gamma^2}{8}.
$$

Its scaled height is $(1+\varepsilon^2/2)(1-\varepsilon^2/4)\simeq1+\varepsilon^2/4$. The half-maximum condition becomes

$$
\left(1+\frac{\varepsilon^2}{4}-2\eta\right)y^2-2\varepsilon y
-\left(1-\frac{\varepsilon^2}{4}\right)=0.
$$

To second order in $\Gamma$, the difference of its roots is

$$
\frac{2\sqrt{1+\varepsilon^2-2\eta}}{1+\varepsilon^2/4-2\eta}
\simeq2\left(1+\frac{\varepsilon^2}{4}+\eta\right).
$$

Multiplication by $\Gamma/2$ returns to energy:

$$
\frac{\rm FWHM}{\Gamma}-1\simeq\frac{\Gamma^2(a^2+4b)}{16}. \tag{8}
$$

A slope moves both half-maximum points the same way at first order, so it drops out of their separation until second order. The expansion needs $|a|\Gamma\ll1$ and $|b|\Gamma^2\ll1$, and fails when neighbouring resonances overlap.

## A worked stack

The parameters are round model values, not those of a named material. Lead, well and barrier masses are 1.0, 0.9 and 0.2 electron masses. The well is 40 bohr wide, its floor lies at 0.05 hartree and the barrier top at 0.12 hartree. The main stack has barriers of 18 and 24 bohr (0.95 and 1.27 nm).

| Level | $E_r$ (hartree) | $\Gamma$ (hartree) | FWHM (hartree) |
|---|---:|---:|---:|
| 1 | 0.053006 | $1.63628\times10^{-6}$ | $1.63628\times10^{-6}$ |
| 2 | 0.061927 | $1.12712\times10^{-5}$ | $1.12712\times10^{-5}$ |
| 3 | 0.076393 | $6.39411\times10^{-5}$ | $6.39440\times10^{-5}$ |

For level 1 the partial widths are $\Gamma_L=1.4356\times10^{-6}$ and $\Gamma_R=0.2007\times10^{-6}$ hartree. Their sum is $1.6363\times10^{-6}$ hartree, and $1.4356/1.6363=0.877$ of the escape goes through the thinner barrier. Equation (7) gives

$$
T_{\rm peak}\simeq\frac{4(1.4356)(0.2007)}{(1.6363)^2}=0.430,
$$

as does the transfer-matrix peak. The lifetime is $1/(1.63628\times10^{-6})=6.111\times10^5$ atomic units, or 14.8 ps. A closed well with very thick barriers has its lowest level $8.6\times10^{-7}$ hartree above this $E_r$. Opening the barriers thus shifts this level by about half a width as well as broadening it; the fraction is smaller for the higher levels.

## Thickness, precision and decay

Scaling both barriers together changes the lowest state as follows.

| Barriers (bohr) | $\Gamma$ (hartree) | $\tau$ (ps) | FWHM$/\Gamma-1$ |
|---|---:|---:|---:|
| 6, 8 | $1.267\times10^{-4}$ | 0.191 | $1.05\times10^{-3}$ |
| 12, 16 | $1.321\times10^{-5}$ | 1.83 | $1.25\times10^{-5}$ |
| 18, 24 | $1.636\times10^{-6}$ | 14.8 | $2.12\times10^{-7}$ |
| 24, 32 | $2.154\times10^{-7}$ | 112 | $4.05\times10^{-9}$ |
| 60, 80 | $1.529\times10^{-12}$ | $1.58\times10^7$ | $3.43\times10^{-19}$ |

The last lifetime is 15.8 microseconds. To explain the trend, let $s$ be the distance into a barrier from the well. The wave there is $C[e^{-\kappa s}+Re^{-2\kappa d}e^{\kappa s}]$, with $\kappa=\sqrt{2m_b(U_b-E_r)}$, where $m_b$ and $U_b$ are the barrier mass and top. Matching to the lead at $s=d$ fixes $R$ independently of $d$, so the exit amplitude is $C(1+R)e^{-\kappa d}$. For a thick barrier, $C$, $N$ and $E_r$ hardly change with $d$, and (5) gives $\Gamma_L\propto e^{-2\kappa d}$. Here $\kappa=0.1637$ per bohr. Thickening the left barrier from 18 to 24 bohr should multiply $\Gamma_L$ by $e^{-12\times0.1637}=0.1402$; the computed factor is 0.1398. The right barrier also changes between these stacks, but this affects $\Gamma_L$ only through the small changes in the well state.

The thinnest stack gives the most visible line-shape correction. Equation (8) predicts a relative FWHM excess of $1.052\times10^{-3}$, against a measured $1.054\times10^{-3}$. The peak shift is $1.150\times10^{-6}$ hartree by both routes. Inverting its formula gives $a=8(1.150\times10^{-6})/(1.267\times10^{-4})^2\approx573$ per hartree, so $a\Gamma\approx0.073$ is indeed small. The slope contributes $(0.073)^2/16\approx3.3\times10^{-4}$ to the excess; the curvature supplies the larger remainder.

At the thickest stack, the width read from the unrefined eigenvalue has a relative error of $3.9\times10^{-5}$, and the flux width from the refined vector $2.4\times10^{-12}$. This compares the two complete procedures; it does not separate the gain from refinement from that of (5). The unrefined value is still usable here. Its absolute error is about $6\times10^{-17}$ hartree, and a width of that size would be lost if the error stayed the same.

None of these comparisons shows that a prepared electron decays at the rate $\Gamma$. For that, a packet confined to the well of the thinnest stack was propagated on a separate grid with long leads. After an initial interval, meant to let faster-decaying components leave, the well population fell at $1.2679\times10^{-4}$ per atomic unit of time. This is a mean rate, taken from the populations at the start and end of the window. It is 1.0006 times $\Gamma$, which agrees within the 1% tolerance of the test; the closer match should not be read as the accuracy of the propagation, because two errors nearly cancel: the finite grid spacing lowers the width by about 0.2%, and reflections from the grid ends raise the mean rate by a similar amount. The result supports $1/\Gamma$ as the decay time in that window. Two populations do not test the exponential shape between them, nor the decay at much earlier or later times. The complete values are in the numerical output.

## Numbers as computed

```
masses lead, well, barrier: 1.0 0.9 0.2 m_e
well width: 40 bohr
well floor, barrier top: 0.05 0.12 hartree
polynomial degree per layer: 24
matrix size, linearized size: 73 146
main stack, barriers 18 and 24 bohr; energies in hartree
level  Er  Gamma  FWHM
1  0.05300555  1.636276e-06  1.636276e-06
2  0.06192739  1.127118e-05  1.127121e-05
3  0.07639329  6.394114e-05  6.394395e-05
level 1 closed-well energy: 0.05300641 hartree
level 1 Gamma_L: 1.435624e-06 hartree
level 1 Gamma_R: 2.006520e-07 hartree
level 1 share leaving left: 0.8774
level 1 peak T, transfer matrix: 0.430359
level 1 peak T, partial widths: 0.430359
level 1 lifetime: 6.11144e+05 atomic units
level 1 lifetime: 14.7829 ps
level 1 width: 0.04453 meV
main barriers: 0.953 1.270 nm
scan: dL dR (bohr)  Gamma (hartree)  lifetime (ps)  FWHM/Gamma-1
6 8  1.26708e-04  1.90903e-01  1.054e-03
12 16  1.32149e-05  1.83042e+00  1.248e-05
18 24  1.63628e-06  1.47829e+01  2.117e-07
24 32  2.15363e-07  1.12317e+02  4.054e-09
60 80  1.52866e-12  1.58235e+07  3.431e-19
60/80 relative error, raw imaginary part: 3.9e-05
60/80 relative error, flux formula: 2.4e-12
6/8 FWHM excess, predicted: 1.052e-03
6/8 peak shift, measured: 1.1502e-06 hartree
6/8 peak shift, predicted: 1.1497e-06 hartree
kappa at level 1: 0.16370 1/bohr
Gamma_L ratio, 24 to 18 bohr: 0.13983
exponential estimate of ratio: 0.14024
largest relative T difference, 4 energies: 1.3e-12
pole change, boundary moved 20 bohr: 2.1e-17 hartree
6/8 decay rate, time propagation: 1.26785e-04 atomic units
6/8 rate divided by Gamma: 1.00061
```
